# Effective diffusivity from a dopant's rms displacement, and its limits

## Problem

Boron implanted in silicon is annealed at 1173 K. After 10 s the boron atoms have an rms displacement of 20 nm along the depth axis $x$. Each displacement $\Delta x$ is measured from the atom's own starting point, and its mean is zero.

**(a)** Find the effective diffusivity in cm²/s.

**(b)** Suppose that the diffusivity $D(t)$ changes during the anneal. Which average of $D(t)$ has been found?

**(c)** Take the equilibrium diffusivity as $D_{\rm eq}=D_0e^{-Q/kT}$, with the rough typical values $D_0=0.8$ cm²/s and $Q=3.5$ eV. Implantation damage releases silicon self-interstitials, which speed up boron diffusion for a while. Describe this by

$$D(t)=D_{\rm eq}\left(1+Se^{-t/\tau}\right),\qquad \tau=5\ \text{s}.$$

Find $S$ from the 10 s displacement, and predict the rms displacement after 40 s at the same temperature.

**(d)** Suppose instead that each atom sits still on a lattice site for most of the time and moves in short, rare flights. While mobile it has diffusivity $D_m$, and it stops at rate $r$. Let $\lambda=\sqrt{D_m/r}=5$ nm. How many flights does an atom make on average in the 10 s? How does the fraction of atoms displaced by more than 60 nm compare with that of a Gaussian of equal variance?

**(e)** Which neglected effects matter for a real boron profile?

## Hints

1. In (a), count the dimensions. The displacement is along one axis.
2. In (b), multiply the diffusion equation by $x^2$ and integrate over $x$. Two integrations by parts remove the derivatives of the concentration.
3. In (c), the 10 s displacement fixes the time integral of $D$, which is not the same as its value at 10 s.
4. In (d), the duration of a flight is random. Average a spreading Gaussian over that duration, then add a random number of independent flights.
5. In (e), ask of each effect whether it changes the displacement, the profile from which the displacement is read, or the interpretation of the result.

## Solution

### (a) The number

In one dimension the effective diffusivity is defined by

$$D_{\rm eff}=\frac{\langle(\Delta x)^2\rangle}{2t}.$$

With $\sigma=\sqrt{\langle(\Delta x)^2\rangle}=20$ nm,

$$D_{\rm eff}=\frac{(20\ \text{nm})^2}{2\times10\ \text{s}}=20\ \text{nm}^2/\text{s}=2\times10^{-13}\ \text{cm}^2/\text{s},$$

because 1 nm² is $10^{-14}$ cm².

The factor 2 belongs to one axis. If the motion is isotropic, the three axes contribute equally, so $\langle r^2\rangle=3\sigma^2=6D_{\rm eff}t$ and the three-dimensional rms displacement is 34.6 nm. Dividing the one-dimensional $\sigma^2$ by $6t$ would give $6.7\times10^{-14}$ cm²/s, three times too small. Omitting the 2 would give $4\times10^{-13}$ cm²/s, twice too large.

So far this is a definition. It assigns a number to any zero-mean motion, whether or not that motion obeys a diffusion equation.

### (b) What is averaged

Let the concentration $C(x,t)$ obey conservation of atoms with the flux $J=-D(t)\,\partial C/\partial x$. The diffusivity may depend on time but not on position or concentration:

$$\frac{\partial C}{\partial t}=D(t)\frac{\partial^2C}{\partial x^2}.$$

Let $M=\int C\,dx$ be the number of atoms per area. It is constant if none are lost. The profile is taken to vanish fast enough at both ends that all boundary terms are zero. Then

$$\frac{d\langle x^2\rangle}{dt}=\frac{D}{M}\int x^2\frac{\partial^2C}{\partial x^2}dx
=-\frac{2D}{M}\int x\frac{\partial C}{\partial x}dx
=\frac{2D}{M}\int C\,dx=2D(t).$$

Each integration by parts moves one derivative from $C$ to the power of $x$ and brings one minus sign. The mean stays put, since

$$\frac{d\langle x\rangle}{dt}=\frac{D}{M}\int x\frac{\partial^2C}{\partial x^2}dx=-\frac{D}{M}\int\frac{\partial C}{\partial x}dx=0.$$

The variance therefore grows at the rate $2D(t)$. For atoms that all start at one point, the variance is $\langle(\Delta x)^2\rangle$, and integration gives

$$\langle(\Delta x)^2\rangle=2\int_0^tD(t')\,dt',\qquad
D_{\rm eff}(t)=\frac1t\int_0^tD(t')\,dt'.$$

The effective diffusivity is the plain time average of $D$.

The final profile holds no further information about the timing. With the new variable $\theta=\int_0^tD\,dt'$, the equation becomes $\partial C/\partial\theta=\partial^2C/\partial x^2$, from which $D(t)$ has disappeared. Two anneals with the same initial profile and the same $\theta$ end with the same profile, whether the atoms moved early or late. Here $\theta=D_{\rm eff}t=200$ nm².

### (c) A diffusivity that decays

At 1173 K, $kT=0.1011$ eV, and the rough equilibrium diffusivity is

$$D_{\rm eq}=0.8\,e^{-3.5/0.1011}\ \text{cm}^2/\text{s}\approx0.073\ \text{nm}^2/\text{s}.$$

Equilibrium diffusion alone would give an rms displacement of $\sqrt{2\times0.073\times10}\approx1.2$ nm in 10 s. The mean enhancement is $D_{\rm eff}/D_{\rm eq}\approx270$.

The time average of the assumed law follows from $\int_0^te^{-t'/\tau}dt'=\tau(1-e^{-t/\tau})$:

$$D_{\rm eff}(t)=D_{\rm eq}\left[1+S\,\frac{\tau}{t}\left(1-e^{-t/\tau}\right)\right].$$

Solving for $S$ at $t=10$ s, where $t/\tau=2$ and $1-e^{-2}=0.865$, gives

$$S=\left(\frac{D_{\rm eff}}{D_{\rm eq}}-1\right)\frac{t/\tau}{1-e^{-t/\tau}}
\approx272\times\frac{2}{0.865}\approx630.$$

The instantaneous diffusivity starts at about 46 nm²/s and has fallen to about 6.3 nm²/s at 10 s. The average, 20 nm²/s, describes neither end of the anneal.

At 40 s the same formula gives $D_{\rm eff}=5.83$ nm²/s, so

$$\sigma(40\ \text{s})=\sqrt{2\times5.83\times40}\ \text{nm}\approx21.6\ \text{nm}.$$

A constant diffusivity of 20 nm²/s would have given 40 nm. The four times longer anneal adds only 1.6 nm in this model, because most of the excess interstitials have gone by 10 s.

Two limits show how the average behaves. For $t\ll\tau$, $1-e^{-t/\tau}\approx t/\tau$, so $D_{\rm eff}\to D_{\rm eq}(1+S)$, the initial value. For $t\gg\tau$,

$$D_{\rm eff}\approx D_{\rm eq}\left(1+\frac{S\tau}{t}\right).$$

The average returns to equilibrium when $t\gg S\tau$, which is about 3100 s here. This is far longer than $\tau$: the early burst stays in the average long after the enhancement has ended. A diffusivity quoted from a displacement must therefore be quoted with its anneal time.

### (d) Flights with the same variance

**One flight.** Let $G(x,T)$ be the Gaussian density of an atom that has been mobile for a time $T$ after starting at $x=0$. It obeys $\partial G/\partial T=D_m\,\partial^2G/\partial x^2$ with $G(x,0)=\delta(x)$. The atom stops between $T$ and $T+dT$ with probability $re^{-rT}dT$, so its stopping position has the density

$$f(x)=r\,n(x),\qquad n(x)=\int_0^\infty e^{-rT}G(x,T)\,dT.$$

Multiply the equation for $G$ by $e^{-rT}$ and integrate over $T$. The left side, by parts, is $-\delta(x)+rn$. Hence

$$D_mn''-rn=-\delta(x).$$

Away from $x=0$ the solution that vanishes at large distance is $n=Ae^{-|x|/\lambda}$ with $\lambda^2=D_m/r$. Integrating across $x=0$ gives the jump $D_m[n'(0^+)-n'(0^-)]=-1$, that is $-2D_mA/\lambda=-1$, so $A=\lambda/(2D_m)$. With $r/D_m=1/\lambda^2$,

$$f(x)=\frac{1}{2\lambda}e^{-|x|/\lambda}.$$

Its variance is

$$2\int_0^\infty\frac{x^2}{2\lambda}e^{-x/\lambda}dx=2\lambda^2.$$

**Many flights.** Let flights start at rate $g(t)$ per resting atom. If they are short compared with the time between them, their number is Poisson distributed with mean $N=\int_0^tg\,dt'$. The flights are independent and have zero mean, so their variances add:

$$\sigma^2=2N\lambda^2,\qquad D_{\rm eff}=\frac{N\lambda^2}{t}.$$

For the present displacement,

$$N=\frac{\sigma^2}{2\lambda^2}=\frac{400}{2\times25}=8.$$

An atom makes eight flights on average. A fraction $e^{-8}\approx3\times10^{-4}$ makes none and stays at its starting point. The rate $g$ may decay with the interstitial supersaturation, as in (c). As long as $\lambda$ stays constant, the final distribution depends on $g(t)$ through $N$ alone.

**The shape.** The average of $e^{ikx}$ after a mobile time $T$ is $e^{-D_mk^2T}$. Averaging this over the stopping time gives, for one flight,

$$\phi_1(k)=\int_0^\infty re^{-rT}e^{-D_mk^2T}dT=\frac{r}{r+D_mk^2}=\frac{1}{1+\lambda^2k^2}.$$

For $n$ independent flights the average is $\phi_1^n$. Summing over the Poisson distribution,

$$\phi(k)=\sum_{n=0}^\infty e^{-N}\frac{N^n}{n!}\phi_1^n=e^{N(\phi_1-1)},$$

$$\ln\phi=-\frac{N\lambda^2k^2}{1+\lambda^2k^2}=-N\lambda^2k^2+N\lambda^4k^4-\dots$$

For a symmetric distribution the general expansion is $\ln\phi=-\sigma^2k^2/2+\kappa_4k^4/24-\dots$, where $\kappa_4=\langle x^4\rangle-3\sigma^4$ vanishes for a Gaussian. Comparison confirms $\sigma^2=2N\lambda^2$ and gives $\kappa_4=24N\lambda^4$. The excess kurtosis is

$$\frac{\kappa_4}{\sigma^4}=\frac{24N\lambda^4}{4N^2\lambda^4}=\frac6N=0.75.$$

If $\lambda\to0$ at fixed $\sigma$, then $N\to\infty$ and $\ln\phi\to-\sigma^2k^2/2$. The profile becomes Gaussian, and simple diffusion is recovered. If $N\ll1$, most atoms have not moved, and those that have moved mostly follow the exponential $f(x)$. The variance gives the same formula for $D_{\rm eff}$ in both limits.

**The far atoms.** After $n$ flights the total mobile time, in units of $1/r$, is a sum $s$ of $n$ independent exponential times. Its density is $s^{n-1}e^{-s}/(n-1)!$. At given $s$ the displacement is Gaussian with variance $2D_ms/r=2\lambda^2s$. A Gaussian of variance $v$ has the fraction $\operatorname{erfc}(a/\sqrt{2v})$ outside $\pm a$, so

$$P(|\Delta x|>a)=\sum_{n=1}^\infty e^{-N}\frac{N^n}{n!}\int_0^\infty\frac{s^{n-1}e^{-s}}{(n-1)!}\,
\operatorname{erfc}\!\left(\frac{a}{2\lambda\sqrt s}\right)ds.$$

Numerical integration gives the following fractions, with $\sigma=20$ nm held fixed:

| Distance $a$ | Flights | Gaussian |
|---|---|---|
| 60 nm | $6.8\times10^{-3}$ | $2.7\times10^{-3}$ |
| 100 nm | $6.6\times10^{-5}$ | $5.7\times10^{-7}$ |

The flight model puts 2.5 times as many atoms beyond 60 nm, and more than a hundred times as many beyond 100 nm. The effective diffusivity fixes the width of the displacement distribution but not its tail. A junction depth defined at a low concentration depends on that tail.

The Poisson step assumed short flights. A separate calculation followed resting and mobile atoms explicitly, with $r=10^4$ s⁻¹ and a starting rate that decayed as in (c). This corresponds to $D_m=2.5\times10^{-9}$ cm²/s. The variance differed from $2N\lambda^2$ by 0.011 %, and the excess kurtosis agreed with $6/N$ to within 1 %.

### (e) The real profile

Consider an idealized narrow Gaussian boron layer with a standard deviation (straggle) of 10 nm, a peak of $10^{18}$ cm⁻³ and a depth of 100 nm. An actual boron implant at this depth is broader, with a straggle of roughly 30 nm or more, so the estimates below illustrate the effects and do not describe a particular implant. The values of $\tau$ and $\lambda$ are round choices, not measured ones, and $S$ was inferred from the assumed displacement.

**Concentration.** Ionized boron, an acceptor, changes the hole density $p$. Suppose that the mobile species is a neutral pair, formed from a negative boron ion, a neutral interstitial and a hole. At local equilibrium its concentration is proportional to $Cp$. With a uniform interstitial density, the flux is

$$J=-D\frac{\partial}{\partial x}\left(C\frac{p}{n_i}\right)
=-D\,\frac{p}{n_i}\left(1+\frac{d\ln p}{d\ln C}\right)\frac{\partial C}{\partial x},$$

where $n_i$ is the intrinsic carrier density, roughly $5\times10^{18}$ cm⁻³ at this temperature. Charge neutrality, $p-n_i^2/p=C$, gives $p/n_i=u+\sqrt{1+u^2}$ with $u=C/(2n_i)$. Differentiation gives $d\ln p/d\ln C=u/\sqrt{1+u^2}$. At the initial peak $u=0.1$, and the factor multiplying $D$ is $1.105\times1.0995\approx1.21$. It is smaller everywhere else, since it increases with $C$. Solving the transport equation for the whole profile, with $\int D\,dt$ held fixed, raises $D_{\rm eff}$ by 4.4 %. Carrier degeneracy corrects the relation between hole density and Fermi level by about 1 %, if the density-of-states mass is taken as the free-electron mass.

**Surface.** Suppose that an atom reaches the surface plane and is allowed to continue beyond it. By symmetry it then has at least an even chance of ending on the far side. The fraction that reaches the surface is thus at most twice the fraction that ends beyond it. For the flight model with the implanted width included, this upper bound is $1.4\times10^{-4}$. Loss of boron at the surface is negligible for the variance of this narrow layer. The bound concerns boron only: the surface also absorbs interstitials, which makes their density vary with depth, and that effect is not included here. With a straggle of 30 nm at the same depth the bound would rise to about $6\times10^{-3}$, and a shallower implant can lose more, so the surface must then be included in the calculation.

**Clustering.** If 10 % of the atoms were locked in immobile clusters and the 20 nm were an average over all atoms, the mobile ones would have $D_{\rm eff}=20/0.9\approx22$ nm²/s. The 10 % is an assumption.

**Temperature.** An anneal 10 K hotter than believed would have a $D_{\rm eq}$ higher by 34 %. The value of $D_{\rm eff}$ read from the displacement would be unchanged, but the inferred enhancement over equilibrium would be 34 % too large, because it is formed with the smaller $D_{\rm eq}$ of the believed temperature.

The peak chosen here is far below that of heavily doped source and drain regions, roughly $10^{20}$ cm⁻³. There $C\gg n_i$, clustering can be strong, and the small concentration correction found above does not carry over. The single exponential in (c) is also a simplification, because defect clusters can feed interstitials into the crystal for some time. If they kept the diffusivity at its 10 s average, the displacement at 40 s would be 40 nm instead of 21.6 nm. Among the effects sized here, this uncertainty in the time dependence moves a predicted displacement most.

## Variation 1: reading the displacement from a profile

**Question.** The implanted profile has a standard deviation of 10 nm, and the annealed profile one of 22.36 nm. Find $D_{\rm eff}$ after 10 s. How large are the errors if the initial width is ignored, or if the displacement is read 1 nm too high?

**Solution.** The final position is $x=x_0+\Delta x$. If the displacement is independent of the starting point $x_0$, the variances add:

$$\sigma_{\rm final}^2=\sigma_0^2+2D_{\rm eff}t.$$

Therefore

$$D_{\rm eff}=\frac{22.36^2-10^2}{2\times10}\ \text{nm}^2/\text{s}=20\ \text{nm}^2/\text{s}.$$

Ignoring the initial width gives $500/20=25$ nm²/s, which is 25 % too high. Subtracting the widths instead of the variances would give a displacement of 12.36 nm, which is far too small.

Since $D_{\rm eff}\propto\sigma^2$, reading a displacement of 21 nm in place of 20 nm raises the result by $(21/20)^2-1\approx10$ %. A small relative error in the displacement is doubled in the diffusivity.

## Variation 2: a built-in electric field

**Question.** Suppose that boron migrates as a negative ion with a spatially uniform diffusivity, and that a uniform field of 0.005 MV/cm acts on it during the anneal. How far does the profile shift, and does the shift spoil the diffusivity?

**Solution.** Treat $D$ as uniform in space and add a drift term to the flux, $J=-D\,\partial C/\partial x+vC$. At thermal equilibrium in a constant force $F$, the profile is $C\propto e^{Fx/kT}$ and the flux is zero. This requires $v=DF/kT$. For one elementary charge $q$ the magnitude is $|v|=DqE/kT$. Negative boron ions drift against the field.

Conservation and one integration by parts give

$$\frac{d\langle x\rangle}{dt}=\frac1M\int J\,dx=v,\qquad
\frac{d\langle x^2\rangle}{dt}=\frac2M\int xJ\,dx=2D+2v\langle x\rangle.$$

The variance then obeys

$$\frac{d}{dt}\left(\langle x^2\rangle-\langle x\rangle^2\right)=2D+2v\langle x\rangle-2\langle x\rangle v=2D.$$

In this drift–diffusion equation, uniform drift moves the profile without widening it. In the flight model of (d), each flight gains a mean displacement $m=\lambda^2qE/kT$ and a mean square $2\lambda^2+2m^2$, so the variance grows by $2Nm^2\approx0.24$ nm², only 0.06 % of 400 nm². The size of the shift is

$$\frac{qE}{kT}\int_0^tD\,dt'=\frac{5\times10^{-4}\ \text{V/nm}}{0.1011\ \text{V}}\times200\ \text{nm}^2\approx0.99\ \text{nm}.$$

If the mean is subtracted, $D_{\rm eff}$ is unaffected. If it is not, the mean square displacement gains $0.99^2$ nm², or 0.24 % of 400 nm². The shift grows in proportion to $\int D\,dt$ but the rms spread as its square root, so drift matters more in longer anneals at fixed field. A field that varies across the profile can change the width as well, and this variance law then no longer applies.

The shift also depends on which species migrates. For the neutral pair of part (e), with the uniform interstitial density assumed there, the flux is $-D\,\partial(Cp/n_i)/\partial x$, where $D$ is the diffusivity at $p=n_i$. Its integral over $x$ is zero because $Cp$ vanishes at both ends, so the mean does not move. A built-in field comes with a hole density that varies in space, and the faster diffusion where $p$ is higher cancels the drift of the mean. The profile still changes shape: it becomes skewed, with its peak and median displaced against the field and a longer tail on the side of higher $p$. The 0.99 nm shift therefore belongs to the charged-ion model and is not a prediction for boron that moves as neutral pairs.

The main values used in this sheet are listed in the numerical output.

## Computed results

```
rms displacement along x: 20 nm
anneal time: 10 s
effective diffusivity: 20 nm2/s
effective diffusivity, converted: 2e-13 cm2/s
wrong value, factor 2 omitted: 4e-13 cm2/s
wrong value, factor 6 used: 6.667e-14 cm2/s
three-dimensional rms displacement: 34.64 nm
temperature: 1173 K
thermal energy kT: 0.1011 eV
rough diffusivity prefactor: 0.8 cm2/s
rough activation energy: 3.5 eV
equilibrium diffusivity: 0.0733 nm2/s
equilibrium rms displacement at 10 s: 1.21 nm
mean enhancement D_eff/D_eq: 273 (ratio)
enhancement decay time tau: 5 s
initial enhancement amplitude S: 628 (ratio)
instantaneous D at 0 s: 46.16 nm2/s
instantaneous D at 10 s: 6.311 nm2/s
rms displacement at 40 s, decaying D: 21.6 nm
rms displacement at 40 s, constant D: 40 nm
effective diffusivity over 40 s: 5.833 nm2/s
flight length lambda: 5 nm
mean number of flights N: 8 (count)
fraction never moved: 0.000335 (fraction)
excess kurtosis 6/N: 0.75 (ratio)
excess kurtosis, two-state numerical: 0.7484 (ratio)
fraction beyond 60 nm, flights: 0.00682 (fraction)
fraction beyond 60 nm, Gaussian: 0.0027 (fraction)
fraction beyond 100 nm, flights: 6.62e-05 (fraction)
fraction beyond 100 nm, Gaussian: 5.73e-07 (fraction)
implanted straggle: 10 nm
final profile width: 22.36 nm
D error if straggle not subtracted: 25 %
D error from reading 1 nm too high: 10.25 %
peak boron concentration: 1e+18 cm^-3
rough intrinsic carrier density: 5e+18 cm^-3
D factor at initial peak: 1.215 (ratio)
D_eff rise from concentration effects: 4.4 %
degeneracy correction, free-electron mass: 1 %
built-in field: 0.005 MV/cm
mean drift in that field: 0.989 nm
second-moment rise from drift: 0.24 %
assumed flight-ending rate: 1e+04 1/s
mobile diffusivity implied: 2.5e-09 cm2/s
variance error from finite flights: 0.011 %
implant depth: 100 nm
upper bound on fraction reaching surface: 0.00014 (fraction)
assumed immobile clustered fraction: 10 %
D_eff of the unclustered atoms: 22.22 nm2/s
D_eq rise for 10 K higher temperature: 34 %
```
